# The polarity of carbon monoxide from energies in an electric field: a numerical check

```python
"""Dipole moment of CO from energies in a uniform electric field.

Result under test: Hartree-Fock gives the polarity C(+)O(-), while CCSD(T)
gives C(-)O(+), in the aug-cc-pVDZ basis near the equilibrium bond length.

Symbols (Hartree atomic units):
  F      field along z; the energy is E(F) = E(0) - mu*F - ...
  mu     dipole along z, pointing from negative to positive charge
  m(F)   central-difference estimate -[E(F) - E(-F)] / (2F)
C lies at z = 0 and O at z = R > 0, so mu > 0 means C(-)O(+).
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, cc, fci, lib

lib.num_threads(1)
METHODS = ("HF", "CCSD", "CCSD(T)")
FIELD = 0.002
BOND = 2.13
STRETCH = 0.10
BASIS = "aug-cc-pVDZ"

bohr = constants.physical_constants["Bohr radius"][0]
debye = 1e-21 / constants.c          # definition of the debye in C m
AU_TO_DEBYE = constants.e * bohr / debye


def diatomic(first, second, distance, basis):
    return gto.M(atom=[[first, (0, 0, 0)], [second, (0, 0, distance)]],
                 unit="Bohr", basis=basis, verbose=0)


def z_integrals(mol):
    return mol.intor("int1e_r")[2]


def nuclear_dipole(mol):
    return float(mol.atom_charges() @ mol.atom_coords()[:, 2])


def field_hcore(mol, field):
    return scf.hf.get_hcore(mol) + field * z_integrals(mol)


def run_hf(mol, field=0.0):
    mf = scf.RHF(mol)
    hcore = field_hcore(mol, field)
    mf.get_hcore = lambda *args: hcore
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf


def run_ccsd(mf, frozen):
    solver = cc.CCSD(mf, frozen=frozen)
    solver.conv_tol = 1e-10
    solver.conv_tol_normt = 1e-7
    solver.max_cycle = 100
    eris = solver.ao2mo()
    solver.kernel(eris=eris)
    assert solver.converged
    return solver, eris


def energies(mol, field, frozen):
    """HF, CCSD and CCSD(T) energies with orbitals optimized in the field."""
    mf = run_hf(mol, field)
    solver, eris = run_ccsd(mf, frozen)
    triples = solver.ccsd_t(eris=eris)
    e_hf = mf.e_tot - field * nuclear_dipole(mol)
    e_ccsd = e_hf + solver.e_corr
    return np.array([e_hf, e_ccsd, e_ccsd + triples])


def central(e_plus, e_minus, field):
    return -(e_plus - e_minus) / (2 * field)


def finite_field(mol, frozen):
    table = {k: energies(mol, k * FIELD, frozen) for k in (1, -1, 2, -2)}
    m1 = central(table[1], table[-1], FIELD)
    m2 = central(table[2], table[-2], 2 * FIELD)
    return table, m1, m2, (4 * m1 - m2) / 3


def density_dipole(mol, density):
    return nuclear_dipole(mol) - float(np.sum(density * z_integrals(mol)))


def polarity(mu):
    return "C(-)O(+)" if mu > 0 else "C(+)O(-)"


# Main calculation: relaxed orbitals, two field strengths
co = diatomic("C", "O", BOND, BASIS)
table, m1, m2, mu = finite_field(co, frozen=2)

# Hartree-Fock: energy derivative against the field-free expectation value
mf0 = run_hf(co)
hf_density = mf0.make_rdm1()
mu_hf_exp = density_dipole(co, hf_density)
assert abs(mu[0] - mu_hf_exp) < 5e-6
error_ratio = (m2[0] - mu_hf_exp) / (m1[0] - mu_hf_exp)
assert abs(error_ratio - 4) < 0.2

# CCSD with fixed orbitals: Lagrangian density against energy differences
cc0, eris0 = run_ccsd(mf0, 2)
cc0.conv_tol_normt = 1e-7
cc0.solve_lambda(eris=eris0)
assert cc0.converged_lambda
orbitals = mf0.mo_coeff
cc_density = orbitals @ cc0.make_rdm1() @ orbitals.T
mu_fixed_density = density_dipole(co, cc_density)


def fixed_orbital_energy(field):
    mf = scf.RHF(co)
    hcore = field_hcore(co, field)
    mf.get_hcore = lambda *args: hcore
    mf.mo_coeff, mf.mo_occ = mf0.mo_coeff, mf0.mo_occ
    mf.mo_energy, mf.converged = mf0.mo_energy, True
    reference = mf.energy_tot(dm=hf_density, h1e=hcore)
    mf.e_tot = reference
    solver, _ = run_ccsd(mf, 2)
    return reference + solver.e_corr - field * nuclear_dipole(co)


small = FIELD / 2
mu_fixed_energy = central(fixed_orbital_energy(small),
                          fixed_orbital_energy(-small), small)
assert abs(mu_fixed_density - mu_fixed_energy) < 3e-5

# LiH: the finite-field procedure against the exact answer in a small basis
lih = diatomic("Li", "H", 3.0, "6-31g")
_, _, _, mu_lih = finite_field(lih, frozen=None)
mf_lih = run_hf(lih)
exact = fci.FCI(mf_lih)
exact.conv_tol = 1e-12
_, vector = exact.kernel()
n_orb = mf_lih.mo_coeff.shape[1]
dm_mo = exact.make_rdm1(vector, n_orb, lih.nelec)
dm_ao = mf_lih.mo_coeff @ dm_mo @ mf_lih.mo_coeff.T
mu_lih_exact = density_dipole(lih, dm_ao)
assert abs(mu_lih[2] - mu_lih_exact) < 0.1 * abs(mu_lih[0] - mu_lih_exact)

# Dependence on the bond length
longer = diatomic("C", "O", BOND + STRETCH, BASIS)
mu_long = central(energies(longer, FIELD, 2),
                  energies(longer, -FIELD, 2), FIELD)
assert mu_long[2] < mu[2]

# The claim: reversal of sign, with most of the shift already in CCSD
assert mu[0] < 0 < mu[2]
assert mu[1] - mu[0] > 0.5 * (mu[2] - mu[0])

print(f"basis {BASIS}, functions: {co.nao}")
print(f"bond length R = {BOND:.2f} bohr = {BOND * bohr * 1e10:.4f} angstrom")
print(f"field step F = {FIELD:.3f} a.u.")
print(f"1 a.u. of dipole = {AU_TO_DEBYE:.6f} debye")
for i, name in enumerate(METHODS):
    for k in (1, -1, 2, -2):
        print(f"{name} E({k * FIELD:+.3f}) = {table[k][i]:.9f} hartree")
for i, name in enumerate(METHODS):
    print(f"{name} m(F) = {m1[i]:+.6f}, m(2F) = {m2[i]:+.6f} a.u.")
for i, name in enumerate(METHODS):
    print(f"{name} extrapolated mu = {mu[i]:+.5f} a.u. = "
          f"{mu[i] * AU_TO_DEBYE:+.4f} debye, {polarity(mu[i])}")
print(f"HF mu from field-free density = {mu_hf_exp:+.6f} a.u.")
print(f"HF error ratio, field 2F to F = {error_ratio:.3f}")
print(f"shift HF to CCSD = {mu[1] - mu[0]:+.5f} a.u.")
print(f"shift CCSD to CCSD(T) = {mu[2] - mu[1]:+.5f} a.u.")
print(f"total correlation shift = {mu[2] - mu[0]:+.5f} a.u.")
print(f"CCSD fixed orbitals, density: {mu_fixed_density:+.6f} a.u.")
print(f"CCSD fixed orbitals, energies: {mu_fixed_energy:+.6f} a.u.")
print(f"CCSD orbital relaxation = {mu[1] - mu_fixed_density:+.5f} a.u.")
print("LiH test: R = 3.0 bohr, basis 6-31G, all electrons correlated")
for i, name in enumerate(METHODS):
    print(f"LiH {name} mu = {mu_lih[i]:+.5f} a.u.")
print(f"LiH full CI mu = {mu_lih_exact:+.5f} a.u.")
print(f"CO at longer bond R = {BOND + STRETCH:.2f} bohr, m(F) only:")
for i, name in enumerate(METHODS):
    print(f"{name} mu = {mu_long[i]:+.4f} a.u., {polarity(mu_long[i])}")
print("checks complete")
```

Output:

```
basis aug-cc-pVDZ, functions: 46
bond length R = 2.13 bohr = 1.1271 angstrom
field step F = 0.002 a.u.
1 a.u. of dipole = 2.541746 debye
HF E(+0.002) = -112.754620451 hartree
HF E(-0.002) = -112.755020179 hartree
HF E(+0.004) = -112.754507264 hartree
HF E(-0.004) = -112.755306211 hartree
CCSD E(+0.002) = -113.061019970 hartree
CCSD E(-0.002) = -113.060862027 hartree
CCSD E(+0.004) = -113.061192226 hartree
CCSD E(-0.004) = -113.060875850 hartree
CCSD(T) E(+0.002) = -113.073325457 hartree
CCSD(T) E(-0.002) = -113.073098170 hartree
CCSD(T) E(+0.004) = -113.073532863 hartree
CCSD(T) E(-0.004) = -113.073077798 hartree
HF m(F) = -0.099932, m(2F) = -0.099868 a.u.
CCSD m(F) = +0.039486, m(2F) = +0.039547 a.u.
CCSD(T) m(F) = +0.056822, m(2F) = +0.056883 a.u.
HF extrapolated mu = -0.09995 a.u. = -0.2541 debye, C(+)O(-)
CCSD extrapolated mu = +0.03947 a.u. = +0.1003 debye, C(-)O(+)
CCSD(T) extrapolated mu = +0.05680 a.u. = +0.1444 debye, C(-)O(+)
HF mu from field-free density = -0.099953 a.u.
HF error ratio, field 2F to F = 4.000
shift HF to CCSD = +0.13942 a.u.
shift CCSD to CCSD(T) = +0.01734 a.u.
total correlation shift = +0.15675 a.u.
CCSD fixed orbitals, density: +0.069014 a.u.
CCSD fixed orbitals, energies: +0.069019 a.u.
CCSD orbital relaxation = -0.02955 a.u.
LiH test: R = 3.0 bohr, basis 6-31G, all electrons correlated
LiH HF mu = -2.32638 a.u.
LiH CCSD mu = -2.16144 a.u.
LiH CCSD(T) mu = -2.16110 a.u.
LiH full CI mu = -2.16106 a.u.
CO at longer bond R = 2.23 bohr, m(F) only:
HF mu = -0.2038 a.u., C(+)O(-)
CCSD mu = -0.0332 a.u., C(+)O(-)
CCSD(T) mu = -0.0097 a.u., C(+)O(-)
checks complete
```
